Effective dipole charge and the Fried-Martin factor for muonic helium

**1. What symmetry and dimensions fix**

Consider a light particle of charge −1 and mass m at r₁, bound to a point nucleus of charge Z and mass M at r₂. Let M_t = m + M, let R be the centre of mass and r = r₁ − r₂. The electric dipole moment is linear in the two charges e₁ and e₂ and in the two positions. If both particles are displaced by a, it changes by (e₁ + e₂)a. It must therefore have the form

D = (e₁ + e₂) R + (a₁e₁ + a₂e₂) r,

where a₁ and a₂ depend on the masses alone. Two special cases determine them.

If the charges are proportional to the masses, e₁ = γm and e₂ = γM, then D = γ(m r₁ + M r₂) = γM_t R. No term in r is left, so a₁m + a₂M = 0. If e₁ = −1 and e₂ = +1, then D = r₂ − r₁ = −r, so −a₁ + a₂ = −1. The solution is a₁ = M/M_t and a₂ = −m/M_t. With e₁ = −1 and e₂ = Z this gives

D = (Z − 1) R − q r,

q = (M + Zm)/(M + m) = 1 + (Z − 1)x, x = m/(M + m).

The number q is the effective dipole charge. It is 1 for a neutral system and exceeds 1 for a positive ion.

Dimensions fix the rest for a Coulomb potential. In Hartree atomic units the internal Hamiltonian is p²/(2μ) − Z/r, with μ = mM/M_t. Put r = ρ/(Zμ). Both terms then become Z²μ times operators free of parameters, so energies scale as Z²μ and lengths as 1/(Zμ). An electric-dipole (E1) rate is proportional to α³ω³ times the squared dipole moment, hence to

α³ (Z²μ)³ q²/(Zμ)² = α³ Z⁴ μ q².

Two factors follow, and an implementation must keep them apart:

- q² multiplies a rate already computed with the reduced mass. This is called the Fried-Martin factor here.
- F = (μ/m) q² multiplies a Coulomb rate computed with a fixed nucleus.

Sections 2 to 4 derive the rate from the photon coupling and show why the term in R may be dropped although the ion is charged.

**2. The current of both particles**

The treatment is nonrelativistic, in Coulomb gauge, with c = 1/α. Spin currents, nuclear structure and radiative corrections are left out. To first order, one photon is emitted through the coupling −(1/c) Σ (eᵢ/mᵢ) A(rᵢ)·pᵢ. For wave vector k and real polarization vector e, with e·k = 0, the operator needed is e·J, where

J = Σ (eᵢ/mᵢ) exp(−ik·rᵢ) pᵢ.

The positions are

r₁ = R + (M/M_t) r,
r₂ = R − (m/M_t) r.

The chain rule for derivatives with respect to r₁ and r₂ gives the momenta

p₁ = (m/M_t) P + p,
p₂ = (M/M_t) P − p.

In the kinetic energy p₁²/(2m) + p₂²/(2M), the cross terms are +P·p/M_t and −P·p/M_t, and they cancel. The terms in P² add to P²/(2M_t). The terms in p² add to (p²/2)(1/m + 1/M) = p²/(2μ). The centre of mass therefore moves freely, and the internal states are those of a particle of mass μ.

Let the ion be at rest initially, so that P acting on the initial state gives zero. The common factor exp(−ik·R) leaves the ion with momentum −k. What remains acts on the internal state:

e·J → −(1/m) exp[−i(M/M_t)k·r] e·p − (Z/M) exp[+i(m/M_t)k·r] e·p.

The second term is the nuclear current. Its sign deserves care: the nuclear charge is opposite to that of the light particle, and so is its internal momentum. The two signs cancel, and the currents add.

When the wavelength is much longer than the ion, the exponentials become 1:

J = −(1/m + Z/M) p.

Over a common denominator,

1/m + Z/M = (M + Zm)/(mM) = [(M + Zm)/M_t] [M_t/(mM)] = q/μ,

so J = −(q/μ) p. This is the same q as in Section 1. The nucleus supplies the fraction

(Z/M)/(1/m + Z/M) = Zm/(M + Zm)

of the amplitude.

**3. Length form and the choice of origin**

Let H be the internal Hamiltonian, with a potential that depends on r alone and is local. The potential commutes with r, so

[H, r] = [p²/(2μ), r] = −ip/μ.

Take the matrix element from an initial state i to a final state f, with ω = E_i − E_f. The left side gives (E_f − E_i) r_fi = −ω r_fi. Multiplying by i,

p_fi/μ = −iω r_fi,
J_fi = −q p_fi/μ = iωq r_fi.

For exact eigenstates of H, the velocity and length forms therefore give the same amplitude. With both particles included, it is |J_fi| = ωq|r_fi|.

The dipole operator of an ion also contains (Z − 1)R, which depends on the origin. R does not act on the internal coordinates, so its matrix element carries the internal overlap ⟨f|i⟩. This is zero for two different eigenstates. The term (Z − 1)R thus drops out of the internal line in the dipole limit, although it does couple the motion of the whole ion to an electric field. The net charge still affects the internal line through q = 1 + (Z − 1)x.

Three shortcuts can now be compared with the full amplitude q|r_fi|, all with reduced-mass states and with the common factor ω of the velocity form divided out:

- Unit charge on r: |r_fi|. This is right when Z = 1 and too small by the factor q when Z > 1.
- The operator p/m: its amplitude is (μ/m)|r_fi| = (M/M_t)|r_fi|. The nuclear current is missing.
- The position r₁ of the light particle in place of D: its internal part is (M/M_t)r, which gives the same amplitude as p/m.

The last two agree with each other and are both incomplete. Agreement between a length form and a velocity form is therefore no proof that the nuclear contribution has been included.

These operator statements were tested with a Hamiltonian written in the coordinates of the two particles. Two particles in one dimension, with m = 1, M = 3 and Z = 2, were bound by −Z/√[1 + (x₁ − x₂)²] and held in a weak trap Ω²(m x₁² + M x₂²)/2 with Ω = 0.5. The Hamiltonian was diagonalized in the coordinates x₁ and x₂. The trap was chosen because m x₁² + M x₂² = M_t R² + μr², so internal and centre-of-mass excitations remain distinct.

The dipole elements of the internal line were divided by the element of x₁ − x₂ from a separate one-body calculation in the relative coordinate. This gave the effective charge 1.250000, and the formula gives (3 + 2)/4 = 1.25. The light particle alone gave 0.750000 = M/M_t. The centre-of-mass line had the dipole element 0.5 expected from (Z − 1)/√(2M_tΩ) = 1/√4. The velocity form of the internal line also passed its test.

**4. The decay rate**

In a volume V, the vector potential has amplitude √(2πc²/(ωV)) for each mode. With the factor 1/c in the coupling, the emission matrix element has the squared modulus

|W|² = (2π/(ωV)) |e·J_fi|².

The number of photon states per unit energy and solid angle is Vω²/(8π³c³). The golden rule, 2π|W|² times this density, gives

dA/dΩ_k = 2π · (2π/(ωV)) · (Vω²/(8π³c³)) |e·J_fi|² = ω|e·J_fi|²/(2πc³).

Insert |e·J_fi|² = ω²q²|e·r_fi|². For a unit vector n along k, the sum over the two polarizations is |r_fi|² − |n·r_fi|². The average of |n·r_fi|² over all directions is |r_fi|²/3, so the integral over directions is 4π(1 − 1/3)|r_fi|² = (8π/3)|r_fi|². Hence

A = [ω³q²/(2πc³)] (8π/3) |r_fi|² = (4/3) α³ω³q²|r_fi|².

For a degenerate level, |r_fi|² is summed over final substates and averaged over initial ones. The factor q² is the same for every E1 line of the ion, since q depends on charges and masses but not on the states.

It does not carry over to other multipoles. With R = 0, the electric quadrupole moment contains −r₁r₁ + Z r₂r₂, whose coefficient is −(M/M_t)² + Z(m/M_t)². There the nuclear part opposes that of the light particle, because squaring the position removes one of the two signs.

**5. The 2p-1s line in closed form**

Set λ = Zμ. The normalized states are

ψ_1s = (λ^(3/2)/√π) exp(−λr),
ψ_2px = [λ^(5/2)/(4√(2π))] x exp(−λr/2).

The angular integral of x² is 4πr²/3, so

⟨1s|x|2px⟩ = [λ⁴/(4√2 π)] (4π/3) ∫₀^∞ r⁴ exp(−3λr/2) dr
= [λ⁴/(3√2)] · 24/(3λ/2)⁵
= 256/(243√2 λ).

Its square is 2¹⁵/(3¹⁰λ²). The other components vanish for this initial state, and 2py and 2pz give the same total. The photon energy in the dipole limit is

ω = (Z²μ/2)(1 − 1/4) = (3/8)Z²μ.

Substitution gives

A = (4/3) α³q² (27/512) Z⁶μ³ · 2¹⁵/(3¹⁰Z²μ²)
= (2/3)⁸ α³Z⁴μq²
= (2/3)⁸ α³Z⁴m F.

The proportionality to μ at fixed q holds for every Coulomb line. Radial diagonalization tested it for 2p-1s, 3p-1s and 3d-2p: the ratio of reduced-mass to fixed-nucleus rates was 0.972435 for all three, equal to μ/m for muonic helium-4.

**6. How F depends on the mass ratio**

Let η = m/M. Then μ/m = 1/(1 + η) and q = (1 + Zη)/(1 + η), so

F = (1 + Zη)²/(1 + η)³.

For small η, the numerator is 1 + 2Zη + Z²η² and the inverse cube is 1 − 3η + 6η² + O(η³). Multiplying them,

F = 1 + (2Z − 3)η + (Z² − 6Z + 6)η² + O(η³).

The term −3η combines the loss from the reduced mass with the light particle's reduced share of the motion. The term 2Zη is the nuclear current. For Z = 1 the sum is negative and recoil slows the decay. For Z ≥ 2 it is positive, and recoil speeds up the decay at small η.

The slopes extracted from the plane-wave rate of Section 7 at η = 10⁻⁴, with α set to 10⁻⁵ to make the finite-wavelength terms negligible, were −0.9999, 0.9998 and 2.9997 for Z = 1, 2 and 3. Their departures from −1, 1 and 3 agree with the quadratic coefficients 1, −2 and −3 multiplied by η.

The increase does not continue to all mass ratios. For Z = 2, F = 1 requires (1 + 2η)² = (1 + η)³. Expanding and dividing by η gives η² − η − 1 = 0, whose positive root is (1 + √5)/2 ≈ 1.62. Beyond it, the smaller reduced mass outweighs the larger dipole charge. Muonic helium lies far below this value.

As η → 0, both q and F tend to 1. For ordinary He⁺ with a helium-4 nucleus, F − 1 is 1.37 × 10⁻⁴. For muonic hydrogen q = 1, and F = μ/m = 0.8988.

**7. Finite wavelength and recoil of the whole ion**

Two approximations remain: the exponentials were set to 1, and the kinetic energy of the recoiling ion was neglected. Their leading corrections can be found for the 2p-1s line.

Take k along z and e along x. Since e·p commutes with exp(−iκz), it can act on the 1s state, where it produces a factor x/r. The amplitude is then an integral over (x²/r) exp(−3λr/2) exp(−iκz). The term linear in κ is odd in z and vanishes. The next term is −κ²z²/2.

The angular averages of x²z² and x² are r⁴/15 and r²/3, so z² is effectively r²/5. The remaining radial weight is r³ exp(−3λr/2), for which the mean of r² is

(5!/3!) [2/(3λ)]² = 80/(9λ²).

The amplitude is thus multiplied by 1 − (κ²/10)(80/(9λ²)) = 1 − 8κ²/(9λ²).

For the light particle κ = (M/M_t)k, and for the nucleus |κ| = (m/M_t)k. To leading order k/λ = αω/λ = (3/8)Zα, so 8k²/(9λ²) = (Zα)²/8. Weighting each particle by its share of the amplitude and doubling for the rate gives the relative change

−[(Zα)²/4] [w₁(M/M_t)² + w₂(m/M_t)²],

w₁ = M/(M + Zm), w₂ = Zm/(M + Zm).

Energy conservation including the ion's recoil reads

ω + ω²/(2M_tc²) = Δ,

where Δ is the level spacing. It lowers ω by the fraction Δ/(2M_tc²). The derivative of the left side with respect to ω is 1 + ω/(M_tc²), and the density of final states is divided by it. The current does not otherwise depend on ω, so the rate carries one explicit power of ω. The relative change is −(3/2)Δ/(M_tc²).

For muonic helium-4, (Zα)² = 2.130 × 10⁻⁴, w₁ = 0.9463 and M/M_t = 0.97243. The wavelength term is

−(2.130 × 10⁻⁴/4)(0.9463 × 0.9456 + 0.00004) = −4.77 × 10⁻⁵.

With Δ = 301.6, M_t = 7501.1 and α² = 5.325 × 10⁻⁵, the recoil term is

−1.5 × 301.6 × 5.325 × 10⁻⁵/7501.1 = −3.2 × 10⁻⁶.

The sum is −5.09 × 10⁻⁵. The full plane-wave calculation gave −5.087 × 10⁻⁵ relative to the closed formula, and this deviation passed the test of scaling as α². This is not the complete correction of order (Zα)²: relativistic wave functions and spin currents are absent from both sides of the comparison.

**8. Muonic helium ions**

The muon mass is 206.768 electron masses, and the nuclear masses are 7294.30 for helium-4 and 5495.89 for helium-3. For helium-4,

x = 206.768/(7294.300 + 206.768) = 0.027565,
q = 1 + x = 1.027565,
q² = 1.05589,
μ/m = 1 − x = 0.972435,
F = 0.972435 × 1.05589 = 1.02678.

The fixed-nucleus rate is 2.0737 × 10¹² s⁻¹. Multiplication by F gives

A = 2.129 × 10¹² s⁻¹,

and a radiative lifetime of 0.470 ps. The transition energy is 301.6 Hartree, or 8.21 keV. The nucleus provides 5.4% of the amplitude.

For helium-3, x = 0.036258, q² = 1.07383 and F = 1.03490. The rate is 2.146 × 10¹² s⁻¹, the lifetime is 0.466 ps and the energy is 8.13 keV. The nuclear share of the amplitude is 7.0%.

The helium-3 ion has the lower transition energy but decays faster, by 0.79%. The reduced masses contribute the ratio 199.271/201.069 = 0.99106. The dipole charges contribute 1.07383/1.05589 = 1.01699. Their product is 1.0079, so the larger dipole charge outweighs the smaller reduced mass.

The shortcuts for helium-4 have the following errors relative to the full rate in this model:

- Fixed nucleus: 2.074 × 10¹² s⁻¹, 2.6% too low.
- Reduced mass with unit dipole charge: 2.017 × 10¹² s⁻¹, 5.3% too low.
- Reduced mass with the muon current alone: 1.907 × 10¹² s⁻¹, 10.4% too low.

Introducing the reduced mass without q² thus makes the rate worse than leaving out recoil altogether. The two recoil effects have opposite signs here and should be included together.

**9. Use with a corrected potential**

Vacuum polarization changes the binding of a muon noticeably. Its leading part, the Uehling potential, is local in r. It commutes with r, so the derivation of q in Sections 2 and 3 is unchanged. The scaling of Section 1 is no longer exact, because the potential contains the electron's Compton wavelength as a second length. F then converts a fixed-nucleus rate only approximately; for the 2p-1s line of muonic helium-4 the relative error is about 8 × 10⁻⁵. The safe order of work is:

1. Solve the internal problem with the reduced mass and the chosen local potential.
2. Compute ω and r_fi from that solution.
3. Multiply (4/3)α³ω³|r_fi|² by q² once.

For muonic helium-4, diagonalization with the Uehling potential raised the transition energy by 18.4 eV, in agreement with a separate first-order integral within the tested 2%. The rate rose by 0.235%.

This is less than the change of ω³ alone. The energy rises by 18.4/8207 = 0.224%, which would raise ω³ by 0.674%. The next digit of the shift, printed as 18.42 eV, moves by about 0.01 eV with the radial discretization. Since 1.00235/1.00674 = 0.9956, the squared dipole element must have fallen by about 0.44%. Rescaling the rate by the corrected photon energy alone would therefore overstate the effect. Both ω and r_fi have to come from the same potential.

The rates in Section 8 do not include this 0.235%, and the transition energies there do not include the Uehling shift of about 18 eV, which changes their last digit. They also omit nuclear size and polarization, relativistic corrections and further radiative effects, so their last digits serve for comparisons within the model and are not a claim of physical accuracy. The values used here are collected in the numerical output below.

Numbers as computed

```
Lab-frame model: m = 1.0, M = 3.0, Z = 2.0, trap = 0.5 a.u.
  effective charge, diagonalized = 1.250000
  effective charge, formula = 1.250000
  light particle's share = 0.750000
  centre-of-mass line dipole = 0.500000 a.u.
Slope of F in m/M for Z = 1, 2, 3: -0.9999, 0.9998, 2.9997
Mass scaling in mu-He4: 2p-1s 0.972435, 3p-1s 0.972435, 3d-2p 0.972435
Muon mass = 206.7683 m_e
Fixed-nucleus 2p-1s rate, Z = 2: 2.07374e+12 1/s
mu-He4: nuclear mass = 7294.300 m_e
  x = m/(M+m) = 0.027565
  reduced mass = 201.0687 m_e, mu/m = 0.972435
  q = 1.027565, Fried-Martin q^2 = 1.055890
  total factor F = 1.026784
  nuclear part of amplitude = 5.365 %
  2p-1s energy = 301.6030 Hartree = 8.2070 keV
  reduced-mass rate, q = 1: 2.01658e+12 1/s
  muon current only: 1.90694e+12 1/s
  full rate = 2.12929e+12 1/s
  radiative lifetime = 0.46964 ps
mu-He3: nuclear mass = 5495.885 m_e
  x = m/(M+m) = 0.036258
  reduced mass = 199.2712 m_e, mu/m = 0.963742
  q = 1.036258, Fried-Martin q^2 = 1.073831
  total factor F = 1.034896
  nuclear part of amplitude = 6.998 %
  2p-1s energy = 298.9068 Hartree = 8.1337 keV
  reduced-mass rate, q = 1: 1.99855e+12 1/s
  muon current only: 1.85625e+12 1/s
  full rate = 2.14611e+12 1/s
  radiative lifetime = 0.46596 ps
Rate ratio mu-He3/mu-He4 = 1.007900
F for electronic He4+ = 1.00013706
F for muonic hydrogen = 0.898788
mu-He4 plane-wave rate / formula - 1 = -5.087e-05
  its ratio for alpha and alpha/2 = 3.9999
  (Z alpha)^2 = 2.130e-04
Uehling shift of mu-He4 line = 18.42 eV
  first-order integral = 18.38 eV
  Uehling change of rate = 0.235 %
```
